# Seventh-Power Neck Growth by Surface Diffusion in the Fillet Model, part 2

Two equal spheres of radius \(a\) touch and are joined by a neck of radius \(x\), which grows by surface diffusion. The solid is isotropic and the temperature \(T\) uniform. Any grain boundary across the neck is at first given no energy and carries no atoms. A circular fillet of radius \(\rho\simeq x^2/(2a)\), equal to the half-gap \(w=x^2/(2a)\), closes the gap, whose volume is \(V\simeq\pi x^4/(2a)\). The fillet model (closure) spreads the curvature difference \(\Delta K\simeq1/\rho\) between sphere and neck over the distance \(\rho\). Atoms enter across lines of total length \(4\pi x\), at the volume rate \(4\pi xB/\rho^2\). With time \(t\) starting at \(x=0\), this gives the fillet law

\[
x^7=56\,B a^3t,\qquad
B=\frac{D_s\gamma\Omega^{4/3}}{k_BT},\qquad x\ll a .
\tag{1}
\]

Here \(D_s\) is the surface diffusivity, \(\gamma\) the surface energy per area, \(\Omega\) the atomic volume and \(k_B\) Boltzmann's constant. The linear driving force needs \(\gamma\Omega/(k_BT\rho)\ll1\). More generally, if the tip speed depends only on \(w\) and \(B\), then with a dimensionless number \(c\) (\(c=1\) in the model)

\[
\frac{dx}{dt}=c\,\frac{B}{w^3}
=8c\,\frac{Ba^3}{x^6},
\tag{15}
\]

The full shape equation is

\[
v_n=B\,\frac1r\frac{\partial}{\partial s}
\left(r\frac{\partial K}{\partial s}\right),
\tag{18}
\]

where \(v_n\) is the outward normal speed, \(r\) the distance from the axis, \(s\) the distance along the profile and \(K\) the total curvature, positive for a sphere. The coordinate \(z\) runs along the axis.

The first finite-neck correction to the fillet law is being calculated. With \(\epsilon=x/a\) and lengths in units of \(a\), the fillet radius is \(\rho=\epsilon^2/[2(1-\epsilon)]\), and the neck volume is

\[
V\simeq\frac{\pi\epsilon^4}{2}(1+b\epsilon),
\qquad b=2-\frac\pi2\simeq0.43 .
\tag{19}
\]

The growth time follows from \(dt/dx=(dV/dx)\rho/(4\pi xB\,\Delta K)\). Three corrections enter. The first is in the volume derivative:

\[
\frac{dV}{d\epsilon}
=2\pi\epsilon^3\left(1+\frac{5b}{4}\epsilon\right).
\]

The other two come from \(\rho^2\) and \(\Delta K\).

The squared fillet radius is \(\rho^2\simeq(\epsilon^4/4)(1+2\epsilon)\). The convex curvature around the neck reduces the driving difference to \(\Delta K\simeq(1/\rho)(1-\epsilon/2)\), and its inverse supplies a factor \(1+\epsilon/2\). In units where \(a=B=1\),

\[
\frac{dt}{d\epsilon}\simeq
\frac{\epsilon^6}{8}
\left[1+\left(\frac{5b}{4}+\frac52\right)\epsilon\right].
\]

Integrating \(\epsilon^6\) gives \(\epsilon^7/7\), and integrating \(\epsilon^7\) gives \(\epsilon^8/8\). Thus

\[
t\simeq\frac{\epsilon^7}{56}
\left[1+\frac78\left(\frac{5b}{4}+\frac52\right)\epsilon\right]
\simeq\frac{\epsilon^7}{56}(1+2.66\epsilon).
\tag{20}
\]

The numerical integral with the exact fillet radius and volume, and the same line length \(4\pi x\), gives the ratio 1.00266 at \(\epsilon=0.001\). The lines where the fillet meets the spheres in fact have a radius close to \(x(1+\epsilon/2)\). Including this would cancel the factor \(1+\epsilon/2\) from the convex curvature and lower the coefficient 2.66 to 2.22. The correction is already large for modest necks. At \(\epsilon=0.2\), equation (20) gives a factor 1.53, while the full integral gives 1.735. The difference comes from higher powers of \(\epsilon\). These factors keep the same closure, so they do not test the diffusion distance itself.

Conservation of volume exposes a deeper limitation. The material filling the gap must have been removed from the spheres outside the neck. Let the removed layer have typical depth \(d\) and extend over a width \(\lambda\) on each sphere. For \(\lambda\ll x\), its total volume is about \(2\times2\pi x\,d\lambda\). Equating this to \(\pi x^4/(2a)\) gives

\[
d\lambda\simeq\frac{x^3}{8a}.
\tag{21}
\]

If both \(d\) and \(\lambda\) were comparable with \(w=x^2/(2a)\), their product would be of order \(x^4/(4a^2)\). This is smaller than (21) by a factor of order \(2x/a\). A region of the single size \(w\) therefore cannot supply the neck when \(x/a\) tends to zero.

The timetable of the seventh-power law makes the difficulty more definite. Equation (18) spreads a disturbance in time \(t\) over a distance of order \(\ell=(Bt)^{1/4}\), by dimensions. With \(t=x^7/(56Ba^3)\),

\[
\frac{\ell}{w}
=\frac{2}{56^{1/4}}\left(\frac ax\right)^{1/4}
\simeq0.73\left(\frac ax\right)^{1/4}.
\]

If \(\lambda\) is about \(\ell\), then (21) requires

\[
\frac dw\simeq\frac{x^3}{8a\,\ell w}
\simeq0.68\left(\frac ax\right)^{3/4}.
\tag{22}
\]

For very small \(x/a\), the removed layer would be much deeper than the original half-gap \(w\). The flanks could not then be treated as undisturbed spheres, contrary to the fillet model. Equation (22) is an estimate of order of magnitude, but its trend shows that the fillet picture, with a filled gap and undisturbed flanks, cannot be justified as a strict limit \(x/a\to0\) of (18). The fillet law is an approximate description over a range of necks, with a coefficient that must be found separately. The argument assumes that the whole gap is filled, and this fails for very small necks. In a parallel-sided slot, surface diffusion raises humps ahead of the retreating tip, and they touch and enclose a void after the tip has moved about 120 half-widths. Equation (21) then no longer applies, and a mean speed proportional to \(B/w^3\), as in (15), can return with \(c\) far below 1. The argument therefore rules out the coefficient 56 in this limit, but not the power 7. For the necks computed below, the gap ahead of the tip narrows by only a few per cent and no void forms.

A direct solution of (18) was started from a circular fillet at \(x/a=0.08\). Mirror symmetry was imposed at the neck plane and at the sphere's equator. The second condition has little influence here: by \(x/a=0.2\), the distance \((Bt)^{1/4}\) is about \(0.04a\), far less than the distance to the equator.

The discretized equation was tested on a cylinder of unit radius with profile \(r=1+\varepsilon\cos kz\), where \(\varepsilon\ll1\). To first order its total curvature is

\[
K=1+\varepsilon(k^2-1)\cos kz .
\]

The term \(-\varepsilon\cos kz\) comes from \(1/r\), and \(+\varepsilon k^2\cos kz\) from the bending of the profile. Two further derivatives give a factor \(-k^2\), so the amplitude changes at the relative rate \(-Bk^2(k^2-1)\). For \(k=\pi\), the numerical rate was 0.99965 times this value. In the sphere calculation, the volume drift over the whole run was 0.043% of half the fillet-model neck volume at \(x/a=0.3\), and the coefficients below changed by at most 0.34% between two grids.

For a comparison that does not depend on the choice of time zero, define an effective coefficient between two neck radii by

\[
C=\frac{\Delta(x^7)}{Ba^3\,\Delta t}.
\tag{23}
\]

The fillet law has \(C=56\). The direct solution gives 4.18 for \(x/a\) from 0.12 to 0.15, 4.65 from 0.15 to 0.20, 5.15 from 0.20 to 0.25, and 5.49 from 0.25 to 0.30. In this run the simple law overstates the growth rate at fixed \(x\) by a factor of about 10 to 13. The coefficients depend on the starting shape. The initial arc has no undercut, which makes the early growth too fast, and the first interval is affected most. A start at \(x/a=0.04\) gives about 3.7, 4.5, 5.1 and 5.4, and a start at 0.10 gives about 5.1, 4.9, 5.2 and 5.5.

The drift of \(C\) also gives a local power. If \(x^n\) grows linearly in time, apart from a constant, then \(dx/dt\propto x^{1-n}\). Since \(C\) is proportional to \(x^6dx/dt\), it varies as \(x^{7-n}\), and

\[
n=7-\frac{d\ln C}{d\ln x}.
\tag{24}
\]

The computed values are 6.59, 6.60 and 6.68 as the neck widens. In this run the power is a little below 7. It lies between the seventh-power closure and the sixth-power one, in which the diffusion distance is proportional to \(x\). The first value is the most sensitive to the starting shape: it is about 6.3 for a start at \(x/a=0.04\) and about 7.1 for a start at 0.10, while the last value stays between 6.6 and 6.8. None of the three should be read as a universal exponent. Nor do they establish a mixture of the two closures, because the shape and the driving curvature change as well.

The direct solution shows undercutting, that is, a surface lying inside the original sphere. At \(x/a=0.2\), the greatest depth is \(0.0122a\), compared with a half-gap \(w=0.02a\). This depth sets a lower estimate for the extent of the removed layer. Suppose that the layer had its greatest depth everywhere between \(r=x\) and \(r=x+\lambda\). For gently sloping flanks, supplying the leading neck volume would require

\[
2\pi d\left[(x+\lambda)^2-x^2\right]\ge\frac{\pi x^4}{2a}.
\]

Division by \(2\pi d\) gives \((x+\lambda)^2\ge x^2+x^4/(4ad)\). With the computed depth, the right side is about \(0.073a^2\), so \(x+\lambda\) is at least about \(0.27a\) and \(\lambda\) at least about \(0.07a\). Material is thus drawn from distances reaching some 3.5 nominal fillet radii beyond the neck edge, or farther. A longer diffusion path and a wider gap both act to slow the neck. That they account for the whole reduction in \(C\) is a plausible conjecture; their separate contributions have not been computed.

For a case in engineering units, consider clean copper spheres of radius \(10\ \mu\mathrm m\) at 900 K. Rough values are \(D_s=10^{-6}\ \mathrm{cm^2/s}\), \(\gamma=1.7\ \mathrm{J/m^2}\) and \(\Omega=0.0118\ \mathrm{nm^3}\). The capillary length is

\[
\frac{\gamma\Omega}{k_BT}=1.614\ \mathrm{nm}.
\]

Multiplying this length by \(\Omega^{1/3}\simeq0.228\ \mathrm{nm}\) and \(D_s=10^8\ \mathrm{nm^2/s}\) gives \(B\simeq3.68\times10^7\ \mathrm{nm^4/s}\), or \(3.68\times10^{-5}\ \mu\mathrm{m^4/s}\). The inputs are rough, and the extra digits only let the arithmetic be followed. The time scale \(a^4/B\) is \(2.72\times10^8\ \mathrm s\). For \(x/a=0.2\), the fillet law gives

\[
t=\frac{(0.2)^7}{56}\,(2.72\times10^8\ \mathrm s)
\simeq62\ \mathrm s .
\]

It gives 0.49 s for \(x/a=0.1\), and a neck radius of \(1.99\ \mu\mathrm m\) after 60 s. The finite-neck integral, with the line length kept at \(4\pi x\), raises the time to \(x/a=0.2\) to about 108 s. The direct solution takes about 760 s to grow from \(x/a=0.08\) to 0.2. In the fillet law, the growth up to \(x/a=0.08\) takes only the fraction \((0.08/0.2)^7\simeq0.0016\) of the time to 0.2. The starting shape matters more than this fraction suggests: an arc without undercut grows too fast at first, so the direct time is somewhat too short. With a start at \(x/a=0.04\), the growth from 0.08 to 0.2 takes about 800 s. The law is therefore too fast by a factor of about 12 to 13 here, even when the surface-diffusion equation itself is accepted.

Other neglected effects can be compared at \(x/a=0.2\), where the nominal fillet radius is 200 nm. The capillary length is 0.8% of this radius, so the linear driving force is adequate. The ratio reaches 0.1 at \(x/a\simeq0.057\), and the linear approximation worsens for smaller necks.

A grain boundary across the neck pulls on the surface at its edge. Let \(\gamma_b\) be its energy, and let each free surface leave the edge at an angle \(\phi\) from the axis. Force balance gives \(\gamma_b=2\gamma\sin\phi\). For the rough ratio \(\gamma_b/\gamma=1/3\), the angle between the two surfaces is \(161^\circ\). An arc of radius \(\rho_g\) then reaches the height \(\rho_g(1-\sin\phi)\). Equating this height to \(w\) gives \(\rho_g=w/(1-\sin\phi)=1.2w\). In the fillet closure the rate varies as \(\rho_g^{-2}\), so at fixed \(x\) it is multiplied by 0.69.

The boundary can also carry atoms. If the spheres approach rigidly, atoms leave the boundary uniformly, and its normal stress has a constant Laplacian. The stress is then quadratic in \(r\). With edge value \(\sigma_0\) and zero mean, it is

\[
\sigma=\sigma_0\left(\frac{2r^2}{x^2}-1\right),
\qquad
\left.\frac{d\sigma}{dr}\right|_{r=x}=\frac{4\sigma_0}{x}.
\]

The zero mean neglects the line force of the surface tension, which is smaller by order \(\rho/x\). With \(\sigma_0\simeq\gamma/\rho\), and with \(\delta D_b\) the boundary width times its diffusivity, the volume leaving through the edge per time is \(8\pi\,\delta D_b\gamma\Omega/(k_BT\rho)\). Dividing by the fillet model's surface rate \(4\pi xB/\rho^2\) gives

\[
\frac{2\rho}{x}\,\frac{\delta D_b}{D_s\Omega^{1/3}}
\simeq\frac xa\,\frac{\delta D_b}{D_s\Omega^{1/3}} .
\]

For the rough value \(\delta D_b=5\times10^{-21}\ \mathrm{m^3/s}\), this is 0.044. In the direct solution, however, the neck radius grows about 11 times more slowly near this size. The volume rate falls by a smaller factor, because the undercut gap takes more material for the same advance of the neck. The edge stress is lower too, because the wider gap has a blunter end. The boundary's share is therefore larger than 0.044 but well below \(11\times0.044\simeq0.5\). At \(x/a=0.2\) the direct solution has a volume rate about 6.6 times below the fillet value and a tip radius of about \(0.035a\). This gives a share of about 0.14, or about 0.19 when the line force, no longer small for so blunt a tip, is included. Boundary diffusion, with the approach of the centres that it brings, is not negligible for these copper parameters.

Lattice diffusion through a layer of thickness about \(\rho\), compared with surface transport through a layer \(\Omega^{1/3}\), has the estimated ratio \(D_l\rho/(D_s\Omega^{1/3})\). With a rough lattice diffusivity \(D_l=10^{-12}\ \mathrm{cm^2/s}\), this is \(9\times10^{-4}\). Vapour transport is estimated from the evaporation rate at a rough vapour pressure of \(1.5\times10^{-10}\ \mathrm{Torr}\), multiplied by the ratio of capillary length to fillet radius. It is about \(5\times10^{-9}\) of the surface speed \(B/\rho^3\). Both remain small after allowance for the slower direct solution.

The sphere size and temperature are plausible for copper powder, but the clean, isotropic surface is an idealization. Oxide or adsorbed impurities can change \(D_s\), and the predicted time varies as \(1/D_s\) when the other parameters are fixed. Published values of \(D_s\) for copper at this temperature differ by more than an order of magnitude. With the lower ones, the times are correspondingly longer and boundary diffusion can outweigh surface diffusion. Facets would require an orientation-dependent surface energy and a different shape equation; their effect is not sized here. For these parameters, 62 s is the result of the fillet closure, and about 760 s is the result of isotropic surface diffusion from the chosen starting arc, without a boundary groove or boundary transport. Neither is a measured sintering time. The numerical output below gives the values used in these comparisons.

## Values computed for the example and the checks

```
FILLET MODEL
Volume / small-neck formula at x/a=0.001: 1.00043
Time / seventh-power law at x/a=0.001: 1.00266
Local power near x/a=0.001: 7.0038
Exact-geometry time / law at x/a=0.2: 1.735
DIRECT SURFACE-DIFFUSION SOLUTION
Starting x/a: 0.08
Ripple decay rate, numerical / theory: 0.99965
Coefficient for x/a 0.12-0.15: 4.18
Coefficient for x/a 0.15-0.20: 4.65
Coefficient for x/a 0.20-0.25: 5.15
Coefficient for x/a 0.25-0.30: 5.49
Local power, x/a 0.134-0.173: 6.59
Local power, x/a 0.173-0.224: 6.60
Local power, x/a 0.224-0.274: 6.68
Largest coefficient change between grids: 0.34 %
Volume drift / half neck volume: 0.043 %
Undercut depth / a at x/a=0.2: 0.01222
COPPER EXAMPLE, ROUGH MATERIAL VALUES
Temperature: 900 K
Sphere radius: 10.0 um
Surface energy: 1.70 J/m2
Atomic volume: 0.0118 nm3
Surface diffusivity: 1.0e-06 cm2/s
Transport coefficient B: 3.675e-05 um4/s
Time scale a^4/B: 2.721e+08 s
Fillet radius at x/a=0.2: 200.0 nm
Law time to x/a=0.1: 0.486 s
Law time to x/a=0.2: 62.19 s
Law neck radius after 60 s: 1.990 um
Direct time from x/a=0.08 to 0.2: 757.48 s
NEGLECTED EFFECTS AT x/a=0.2
Capillary length gamma*Omega/kT: 1.614 nm
Capillary length / fillet radius: 0.0081
x/a where that ratio is 0.1: 0.0568
Boundary width*diffusivity: 5.0e-21 m3/s
Boundary / surface volume rate: 0.0439
Lattice diffusivity: 1.0e-12 cm2/s
Lattice / surface transport estimate: 8.78e-04
Vapour pressure: 1.5e-10 Torr
Vapour / surface speed estimate: 4.57e-09
Boundary energy / surface energy: 0.333
Dihedral angle: 160.8 degrees
Growth-rate factor from groove: 0.694
```
